# Sigma and pi character of p1/2 and p3/2 spinors: a program that tests the result

```python
# Result under test: every normalised p1/2 state has sigma character 1/3 and
# pi character 2/3 along every axis n, while p3/2 states do not.
# Symbols: p_i = sqrt(3/4pi) x_i/r; alpha, beta = spin up, down along z;
# sigma character = weight of p_n alpha and p_n beta, where p_n = n.(px,py,pz);
# spinors are labelled by (2j, 2m), Condon-Shortley phases, order (orbital, spin).
# Reference spinors: spherical harmonics with Clebsch-Gordan coefficients,
# sampled on an angular quadrature grid that is exact for these integrands.
import numpy as np
import sympy as sp
from sympy.physics.quantum.cg import CG

# Angular grid
u, wu = np.polynomial.legendre.leggauss(8)
azimuths = 2 * np.pi * np.arange(16) / 16
U, PH = [a.ravel() for a in np.meshgrid(u, azimuths, indexing="ij")]
weight = np.repeat(wu, 16) * 2 * np.pi / 16
TH = np.arccos(U)
rhat = np.array([np.sin(TH) * np.cos(PH), np.sin(TH) * np.sin(PH), U])
p_real = np.sqrt(3 / (4 * np.pi)) * rhat

# Reference spinors on the grid
th, ph = sp.symbols("theta phi", real=True)
Y = {}
for ml in (-1, 0, 1):
    expr = sp.Ynm(1, ml, th, ph).expand(func=True)
    Y[ml] = sp.lambdify((th, ph), expr, "numpy")(TH, PH) + 0j
labels = [(1, 1), (1, -1), (3, 3), (3, 1), (3, -1), (3, -3)]
half = sp.Rational(1, 2)
spinor = {}
for j2, m2 in labels:
    parts = np.zeros((2, U.size), complex)
    for s, ms2 in enumerate((1, -1)):
        ml = (m2 - ms2) // 2
        if abs(ml) <= 1:
            c = CG(1, ml, half, ms2 * half, j2 * half, m2 * half).doit()
            parts[s] = float(c) * Y[ml]
    spinor[j2, m2] = parts


def amplitudes(state, n):
    """Overlaps of a spinor with p_n alpha and p_n beta, by quadrature."""
    return state @ (weight * (np.asarray(n) @ p_real))


def character(state, n):
    return float(np.sum(abs(amplitudes(state, n)) ** 2))


# Derived Cartesian expansions: rows px, py, pz; columns alpha, beta
a2, a3, a6, b = 1 / np.sqrt(2), 1 / np.sqrt(3), 1 / np.sqrt(6), np.sqrt(2 / 3)
derived = {
    (1, 1): [[0, -a3], [0, -1j * a3], [-a3, 0]],
    (1, -1): [[-a3, 0], [1j * a3, 0], [0, a3]],
    (3, 3): [[-a2, 0], [-1j * a2, 0], [0, 0]],
    (3, 1): [[0, -a6], [0, -1j * a6], [b, 0]],
    (3, -1): [[a6, 0], [-1j * a6, 0], [0, b]],
    (3, -3): [[0, a2], [0, -1j * a2], [0, 0]],
}
overlap = {k: np.array([amplitudes(spinor[k], e) for e in np.eye(3)])
           for k in labels}
for k in labels:
    assert np.allclose(overlap[k], derived[k], atol=1e-12)

# Spin-orbit eigenvalues from differential operators on x, y, z
X = sp.symbols("x y z", real=True)


def L(k, f):
    i, j = (k + 1) % 3, (k + 2) % 3
    return -sp.I * (X[i] * sp.diff(f, X[j]) - X[j] * sp.diff(f, X[i]))


so_value = {}
for k in labels:
    up, dn = [sum(sp.sympify(complex(derived[k][i][s])) * X[i]
                  for i in range(3)) for s in (0, 1)]
    image = (L(2, up) + L(0, dn) - sp.I * L(1, dn),
             L(0, up) + sp.I * L(1, up) - L(2, dn))
    vec = np.array([complex(sp.expand(f).coeff(v))
                    for f in (up, dn) for v in X])
    img = np.array([complex(sp.expand(f).coeff(v))
                    for f in image for v in X])
    so_value[k] = np.vdot(vec, img).real
    assert np.allclose(img, (-2 if k[0] == 1 else 1) * vec, atol=1e-12)

# Random p1/2 states and random axes
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
rng = np.random.default_rng(7)
sigma_samples = []
for trial in range(200):
    chi = rng.normal(size=2) + 1j * rng.normal(size=2)
    chi /= np.linalg.norm(chi)
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    state = chi[0] * spinor[1, 1] + chi[1] * spinor[1, -1]
    predicted = -np.einsum("i,ist,t->s", axis, pauli, chi) / np.sqrt(3)
    assert np.allclose(amplitudes(state, axis), predicted, atol=1e-12)
    sigma_samples.append(character(state, axis))
    closed = -np.einsum("ig,ist,t->sg", rhat, pauli, chi) / np.sqrt(4 * np.pi)
    assert np.allclose(state, closed, atol=1e-12)
    density = np.sum(abs(state) ** 2, axis=0)
    assert np.allclose(density, 1 / (4 * np.pi), atol=1e-12)
    cos2 = axis[2] ** 2
    for m2 in (3, 1, -1, -3):
        rule = (1 - cos2) / 2 if abs(m2) == 3 else (1 + 3 * cos2) / 6
        assert abs(character(spinor[3, m2], axis) - rule) < 1e-12
assert np.allclose(sigma_samples, 1 / 3, atol=1e-12)

# Worked example
n = np.array([1, 2, 2]) / 3
e1 = np.array([2, 1, -2]) / 3
e2 = np.array([2, -2, 1]) / 3
frame = np.array([n, e1, e2])
assert np.allclose(frame @ frame.T, np.eye(3))
ca, cb = 0.6, 0.8j
example = ca * spinor[1, 1] + cb * spinor[1, -1]
amp = amplitudes(example, n)
pi1, pi2 = character(example, e1), character(example, e2)
assert abs(pi1 + pi2 - 2 / 3) < 1e-12

# Sigma projector restricted to each level
eig = {}
for j2 in (1, 3):
    A = np.array([amplitudes(spinor[k], n) for k in labels if k[0] == j2]).T
    eig[j2] = np.linalg.eigvalsh(A.conj().T @ A)
assert np.allclose(eig[1], 1 / 3, atol=1e-12)
assert np.allclose(eig[3], [0, 0, 2 / 3, 2 / 3], atol=1e-12)

# A pure sigma function p_n chi resolved into the two levels
pure = np.outer([ca, cb], n @ p_real)
share = {j2: sum(abs(np.sum(weight * spinor[k].conj() * pure)) ** 2
                 for k in labels if k[0] == j2) for j2 in (1, 3)}
assert abs(share[1] - 1 / 3) < 1e-12 and abs(share[3] - 2 / 3) < 1e-12


def show(c):
    return f"{complex(np.round(c, 4)) + 0j:.4f}"


print("All weights and coefficients are dimensionless")
print("Expansion coefficients from quadrature (a = alpha, b = beta):")
for k in labels:
    terms = [f"{name}{spin} {show(overlap[k][i, s])}"
             for i, name in enumerate(("px ", "py ", "pz "))
             for s, spin in enumerate("ab") if abs(overlap[k][i, s]) > 1e-10]
    print(f"  j={k[0]}/2 m={k[1]:+d}/2: " + "; ".join(terms))
print("Eigenvalue of 2 l.s (units of hbar^2):")
print(f"  p1/2: {so_value[1, 1]:.4f}   p3/2: {so_value[3, 1]:.4f}")
print("Sigma character over 200 random p1/2 states and axes:")
print(f"  min {min(sigma_samples):.6f}  max {max(sigma_samples):.6f}")
print("Example axis n:", " ".join(f"{v:.4f}" for v in n))
print("Perpendicular e1:", " ".join(f"{v:.4f}" for v in e1))
print("Perpendicular e2:", " ".join(f"{v:.4f}" for v in e2))
print(f"State coefficients: m=+1/2 {show(ca)}, m=-1/2 {show(cb)}")
print(f"Sigma amplitude, spin up:   {show(amp[0])}")
print(f"Sigma amplitude, spin down: {show(amp[1])}")
print(f"Sigma weight, spin up:   {abs(amp[0])**2:.4f}")
print(f"Sigma weight, spin down: {abs(amp[1])**2:.4f}")
print(f"Total sigma character:   {character(example, n):.4f}")
print(f"Pi weight along e1: {pi1:.4f}")
print(f"Pi weight along e2: {pi2:.4f}")
print(f"Total pi character: {pi1 + pi2:.4f}")
print("Sigma character of each spinor along z and along n:")
for k in labels:
    sz, sn = character(spinor[k], [0, 0, 1]), character(spinor[k], n)
    print(f"  j={k[0]}/2 m={k[1]:+d}/2: z {sz:.4f}  n {sn:.4f}")
mean = np.mean([character(spinor[k], n) for k in labels if k[0] == 3])
print(f"Mean sigma character of the four p3/2 states along n: {mean:.4f}")
print("Eigenvalues of the sigma projector within each level:")
print("  p1/2:", " ".join(f"{abs(v):.4f}" for v in eig[1]))
print("  p3/2:", " ".join(f"{abs(v):.4f}" for v in eig[3]))
print("Pure sigma function p_n chi, chi = 0.6 alpha + 0.8i beta:")
print(f"  weight in p1/2 {share[1]:.4f}, weight in p3/2 {share[3]:.4f}")
print("done: every assertion held")
```

Printed output:

```
All weights and coefficients are dimensionless
Expansion coefficients from quadrature (a = alpha, b = beta):
  j=1/2 m=+1/2: px b -0.5774+0.0000j; py b 0.0000-0.5774j; pz a -0.5774+0.0000j
  j=1/2 m=-1/2: px a -0.5774+0.0000j; py a 0.0000+0.5774j; pz b 0.5774+0.0000j
  j=3/2 m=+3/2: px a -0.7071+0.0000j; py a 0.0000-0.7071j
  j=3/2 m=+1/2: px b -0.4082+0.0000j; py b 0.0000-0.4082j; pz a 0.8165+0.0000j
  j=3/2 m=-1/2: px a 0.4082+0.0000j; py a 0.0000-0.4082j; pz b 0.8165+0.0000j
  j=3/2 m=-3/2: px b 0.7071+0.0000j; py b 0.0000-0.7071j
Eigenvalue of 2 l.s (units of hbar^2):
  p1/2: -2.0000   p3/2: 1.0000
Sigma character over 200 random p1/2 states and axes:
  min 0.333333  max 0.333333
Example axis n: 0.3333 0.6667 0.6667
Perpendicular e1: 0.6667 0.3333 -0.6667
Perpendicular e2: 0.6667 -0.6667 0.3333
State coefficients: m=+1/2 0.6000+0.0000j, m=-1/2 0.0000+0.8000j
Sigma amplitude, spin up:   -0.5389-0.1540j
Sigma amplitude, spin down: -0.1155+0.0770j
Sigma weight, spin up:   0.3141
Sigma weight, spin down: 0.0193
Total sigma character:   0.3333
Pi weight along e1: 0.3333
Pi weight along e2: 0.3333
Total pi character: 0.6667
Sigma character of each spinor along z and along n:
  j=1/2 m=+1/2: z 0.3333  n 0.3333
  j=1/2 m=-1/2: z 0.3333  n 0.3333
  j=3/2 m=+3/2: z 0.0000  n 0.2778
  j=3/2 m=+1/2: z 0.6667  n 0.3889
  j=3/2 m=-1/2: z 0.6667  n 0.3889
  j=3/2 m=-3/2: z 0.0000  n 0.2778
Mean sigma character of the four p3/2 states along n: 0.3333
Eigenvalues of the sigma projector within each level:
  p1/2: 0.3333 0.3333
  p3/2: 0.0000 0.0000 0.6667 0.6667
Pure sigma function p_n chi, chi = 0.6 alpha + 0.8i beta:
  weight in p1/2 0.3333, weight in p3/2 0.6667
done: every assertion held
```
